# Why total-energy rescaling does not make classical heat conduction quantum-correct

**Question**

I compute the thermal conductivity of a crystal from classical molecular dynamics with the Green-Kubo formula. The temperature of interest, $T$, is low enough for quantum statistics to matter. I therefore choose the simulation temperature $T_{\rm MD}$ so that the classical energy equals the total quantum energy of the phonons at $T$. The heat flux should be the same in both descriptions, and $\nabla T_{\rm MD}=(dT_{\rm MD}/dT)\nabla T$, so I report

$$\kappa_{\rm resc}(T)=\frac{dT_{\rm MD}}{dT}\,\kappa_{\rm cl}(T_{\rm MD}).$$

Is this the quantum conductivity? And should the zero-point energy be counted in the matching?

**Answer**

In general it is not, with or without zero-point energy. Matching the total energy fixes one number, while the conductivity depends on the heat capacity and the lifetime of each mode. This can be shown in a weakly anharmonic crystal whose modes relax independently by three-phonon scattering. I neglect correlations between modes, higher-order scattering and anharmonic frequency shifts.

**What Green-Kubo needs from each mode**

Let mode $k$ have frequency $\nu_k$, energy $E_k$, group velocity $v_k$ along the heat flow and energy relaxation rate $\Gamma_k=1/\tau_k$. With the flux $J=V^{-1}\sum_k E_kv_k$ and independent exponential relaxation,

$$\kappa=\frac{V}{k_BT^2}\int_0^\infty\langle J(t)J(0)\rangle dt
=\frac{1}{Vk_BT^2}\sum_k v_k^2\,\langle\delta E_k^2\rangle\,\tau_k .$$

In the canonical ensemble $\langle\delta E_k^2\rangle=k_BT^2\,d\langle E_k\rangle/dT$. For a quantum oscillator $\langle E_k\rangle=h\nu_k(n_k+\tfrac12)$, with $n=1/(e^x-1)$ and $x=h\nu/k_BT$. Differentiation gives $d\langle E_k\rangle/dT=k_Bc_k$, where

$$c=\frac{x^2e^x}{(e^x-1)^2}=\left[\frac{x/2}{\sinh(x/2)}\right]^2,$$

because $(e^x-1)^2=4e^x\sinh^2(x/2)$. Hence

$$\kappa_Q=\frac{k_B}{V}\sum_k c_kv_k^2\tau_{Q,k}(T),\qquad
\kappa_{\rm cl}=\frac{k_B}{V}\sum_k v_k^2\tau_{{\rm cl},k}(T).$$

The classical oscillator has $\langle E_k\rangle=k_BT$, so its $c$ is 1.

**The scattering rates**

Disturb mode 0 and keep its partners in equilibrium. For the decay $0\to1+2$, loss minus gain is

$$-\dot n_0=W[n_0(n_1+1)(n_2+1)-(n_0+1)n_1n_2]
=W[n_0(1+n_1+n_2)-n_1n_2].$$

The cubic terms cancel, and the coefficient of $n_0$ is the relaxation rate, $W(1+n_1+n_2)$. For the absorption $0+1\to2$,

$$-\dot n_0=W[n_0n_1(n_2+1)-(n_0+1)(n_1+1)n_2]
=W[n_0(n_1-n_2)-n_2(n_1+1)],$$

so the rate is $W(n_1-n_2)$. The value of $W$ may differ between processes, but for a given process it is the same in both statistics.

In the classical limit of large occupations $n\to1/x$, and the 1 in the decay factor drops out. Energy conservation means $x_0=x_1+x_2$ for decay and $x_0=x_2-x_1$ for absorption. The two classical factors then take one form:

$$\frac1{x_1}\pm\frac1{x_2}=\frac{x_2\pm x_1}{x_1x_2}=\frac{x_0}{x_1x_2}
=\frac{k_BT}{h}\,\frac{\nu_0}{\nu_1\nu_2}.$$

Classical rates are therefore linear in $T$ at this order, and $\kappa_{\rm cl}\propto1/T$.

For the quantum factors use $n=\tfrac12[\coth(x/2)-1]$:

$$\tfrac12\left[\coth\frac{x_1}2\pm\coth\frac{x_2}2\right]
=\frac{\sinh[(x_2\pm x_1)/2]}{2\sinh(x_1/2)\sinh(x_2/2)}
=\frac{\sinh(x_0/2)}{2\sinh(x_1/2)\sinh(x_2/2)} .$$

Now write $\sinh(x/2)=(x/2)/\sqrt c$ for each mode. The quantum factor becomes $(x_0/x_1x_2)\sqrt{c_1c_2/c_0}$, so the ratio of quantum to classical rate at equal $T$ is

$$R=\sqrt{\frac{c_1c_2}{c_0}} .$$

For decay, $R>1$: each $\coth(x/2)$ exceeds its classical counterpart $2/x$. For absorption, $R<1$: mode 2 has a higher frequency than mode 0, so $c_2<c_0$, and also $c_1<1$.

Since the classical rate is linear in temperature, the classical temperature that reproduces a quantum rate is $RT$. It lies above $T$ for every decay and below $T$ for every absorption. No single simulation temperature can serve both.

**A triad by hand**

Take modes of 3, 5 and 8 THz at 100 K. Their occupations are 0.3106, 0.0998 and 0.0220.

- Decay $8\to5+3$: the quantum factor is $1+0.0998+0.3106=1.4104$ and the classical one is 1.1113. Thus $R=1.269$, and the required classical temperature is 127 K.
- Absorption $3+5\to8$: the quantum factor is $0.0998-0.0220=0.0778$ and the classical one is 0.1563. Thus $R=0.498$, and the required classical temperature is 50 K.

**What energy matching does**

Let a bar denote the mean over modes. The two conventions give

$$T_{\rm MD}^{\rm zp}=T\,\overline{\frac x2\coth\frac x2}>T,\qquad
T_{\rm MD}^{\rm no}=T\,\overline{\frac{x}{e^x-1}}<T .$$

With zero-point energy, the simulation is hotter than $T$, although absorption requires it to be colder. Without zero-point energy, it is colder than $T$, although decay requires it to be hotter.

The zero-point term is constant, so both conventions have $dT_{\rm MD}/dT=\bar c$. Adding and subtracting $(k_B/V)\sum_kc_kv_k^2\tau_{{\rm cl},k}(T_{\rm MD})$ separates the two errors:

$$\kappa_Q-\kappa_{\rm resc}
=\underbrace{\frac{k_B}{V}\sum_k(c_k-\bar c)v_k^2\tau_{{\rm cl},k}(T_{\rm MD})}_{\text{heat capacity}}
+\underbrace{\frac{k_B}{V}\sum_kc_kv_k^2[\tau_{Q,k}(T)-\tau_{{\rm cl},k}(T_{\rm MD})]}_{\text{scattering}} .$$

The first sum is proportional to the covariance of $c_k$ with $v_k^2\tau_{{\rm cl},k}$. Since $c_k$ falls with frequency, the sum is positive whenever $v_k^2\tau_{{\rm cl},k}$, averaged over modes of equal frequency, also falls steadily with frequency.

Elastic scattering by fixed defects isolates this term. There, loss minus gain is $n_0(n_1+1)-(n_0+1)n_1=n_0-n_1$, so the rate contains no occupation and is the same in both statistics. The scattering error vanishes, but the covariance in general remains. This assumes that the sums are finite. Point defects alone hardly scatter long waves, so in a large crystal boundary scattering, which is also elastic, is needed to limit their lifetimes.

**Size of the errors in a lattice**

As a model, take a simple cubic lattice with lattice constant $a=0.3$ nm and nearest-neighbour springs. For displacement along axis $\alpha$,

$$\nu_\alpha^2=\nu_L^2\sin^2\frac{q_\alpha a}2+\nu_T^2\sum_{\beta\ne\alpha}\sin^2\frac{q_\beta a}2,
\qquad \nu_L=8\ {\rm THz},\quad \nu_T=4\ {\rm THz}.$$

The highest frequency is 9.8 THz. The squared three-phonon coupling is taken proportional to $\nu_0\nu_1\nu_2$, independent of polarization. Its strength is set so that $\kappa_{\rm cl}=10$ W/(m K) at 300 K, which makes $\kappa_{\rm cl}=3000/T$ in these units, with $T$ in kelvin. The sums run over a $16^3$ wave-vector mesh, with energy conservation broadened by a Gaussian of width 0.2 THz.

At 100 K the mean heat capacity is $\bar c=0.469$. With zero-point energy, $T_{\rm MD}=176.5$ K and

$$\kappa_{\rm resc}=0.469\times\frac{3000}{176.5}=8.0\ {\rm W/(m\,K)}.$$

Without it, $T_{\rm MD}=16.6$ K and $\kappa_{\rm resc}=85$ W/(m K). The quantum value within the same model is 22.2 W/(m K). One convention gives 0.36 of it, the other 3.8 times as much. A $12^3$ mesh with a width of 0.3 THz gives nearly the same ratios, 0.36 and 3.9.

The mode-resolved rates explain the opposite signs. At 100 K the classical temperature needed to give a mode its quantum rate ranges from 47 to 140 K on the $16^3$ mesh. The value 176.5 K lies above this whole range, so every mode scatters too fast; 16.6 K lies below it, so every mode scatters too slowly. In W/(m K), the split of $\kappa_Q-\kappa_{\rm resc}$ is:

- with zero-point energy, $1.35+12.85=14.20$;
- without it, $14.42-77.05=-62.63$.

The first number in each sum is the heat-capacity term. Scattering is the larger error in both conventions here.

Giving each mode its own $c_k$ while keeping classical lifetimes at 100 K yields 16.5 W/(m K), still below 22.2. The plain classical value, 30.0, is closer to the quantum result than either rescaled value. Its heat capacities are too large while its lifetimes are, on balance, too short, so the two errors partly cancel. The plain classical value is also the closest of the three at the other temperatures listed in the output (50, 200, 300 and 600 K). That is a property of this model, not a reason to trust uncorrected dynamics.

**Could another matching temperature repair it?**

It could repair the total. Keeping the factor $\bar c$, the choice $T_{\rm MD}=0.469\times3000/22.2\approx63$ K reproduces $\kappa_Q$ at 100 K. But this temperature was found from the answer, and the modes remain wrong. The mode that needs 47 K scatters about 1.3 times too fast, and the one that needs 140 K scatters at about 0.45 of its proper rate. Every heat capacity is still replaced by 0.469, although the true values on this mesh run from 0.20 to 0.99. Agreement of one conductivity does not establish correct dynamics.

**The high-temperature limit**

For small $x$,

$$\frac x2\coth\frac x2\simeq1+\frac{x^2}{12},\qquad
\frac{x}{e^x-1}\simeq1-\frac x2+\frac{x^2}{12},\qquad c\simeq1-\frac{x^2}{12}.$$

From $\sqrt c\simeq1-x^2/24$ it follows that $R\simeq1+(x_0^2-x_1^2-x_2^2)/24=1\pm x_1x_2/12$, with the plus sign for decay. True quantum corrections thus begin at order $1/T^2$. With zero-point energy, $\kappa_{\rm resc}$ also departs from $\kappa_{\rm cl}$ only at that order, so it has the correct limit, though not the correct coefficient in general.

Without zero-point energy, $T_{\rm MD}\simeq T-\Theta$, where $\Theta=h\bar\nu/2k_B$. Then $\kappa_{\rm resc}\simeq\kappa_{\rm cl}(1+\Theta/T)$, which contains a spurious first-order term. In the lattice $\Theta=160$ K, and the effect is large even at 300 K: the quantum value is 9.5 W/(m K), against 8.2 with zero-point energy and 16.0 without. Counting the zero-point energy is therefore the better choice at high temperature, but it does not cure the method at low temperature.

**Real crystals**

The model's frequencies are moderate. Silicon's phonons reach roughly 15 THz and diamond's roughly 40 THz. The ratios above depend on frequency and temperature through $h\nu/k_BT$, so tripling every frequency, and the broadening with it, moves the 100 K ratios to 300 K. The chosen 10 W/(m K) is far below silicon's room-temperature value, roughly 150 W/(m K), but this scale cancels from the ratios. Real crystals also have defects, different couplings, collective relaxation and higher-order scattering. These can change the size of the error, and the model does not say by how much. In glasses or strongly anharmonic solids, where modes may lack well-defined velocities and lifetimes, this calculation cannot supply the error at all.

For a weakly anharmonic crystal whose modes relax independently, the consistent remedy is to take frequencies and anharmonic couplings from the interatomic forces and to use quantum occupations in both $c_k$ and $\Gamma_k$ at the actual temperature $T$. Where collective relaxation matters, the separate rates $\Gamma_k$ are not enough: the linearized Boltzmann equation must be solved for all modes together, again with quantum occupations. Values at further temperatures are in the numerical output below.

## Computed results

```
GK integral/formula: decay 1.00000000, absorption 1.00000000
classical wave rate/formula: decay 0.976, absorption 0.973
triad 3,5,8 THz at 100 K: x = 1.4398, 2.3996, 3.8394
  n = 0.3106, 0.0998, 0.0220
  c/k_B = 0.8438, 0.6321, 0.3311
  decay 8->5+3: quantum 1.4104, classical 1.1113, R 1.2692, needed T 126.9 K
  absorption 3+5->8: quantum 0.0778, classical 0.1563, R 0.4980, needed T 49.8 K
lattice: springs 8, 4 THz; cell 0.3 nm; mesh 16^3; width 0.2 THz
  lowest, highest frequency: 0.780, 9.798 THz; zero-point offset 159.9 K
  smallest 2 pi nu tau, classical at 300 K: 15.9
zp = zero-point energy included, no = left out; kappa in W/(m K)
T 50 K: T_MD zp 161.5 K, no 1.6 K; mean c/k_B 0.1242
  kappa: quantum 45.92, classical 60.00, zp 2.31, no 236.11, only c corrected 10.38
T 100 K: T_MD zp 176.5 K, no 16.6 K; mean c/k_B 0.4687
  kappa: quantum 22.17, classical 30.00, zp 7.97, no 84.80, only c corrected 16.45
T 200 K: T_MD zp 243.6 K, no 83.7 K; mean c/k_B 0.8041
  kappa: quantum 13.48, classical 15.00, zp 9.90, no 28.81, only c corrected 12.69
T 300 K: T_MD zp 330.0 K, no 170.1 K; mean c/k_B 0.9050
  kappa: quantum 9.51, classical 10.00, zp 8.23, no 15.97, only c corrected 9.27
T 600 K: T_MD zp 615.3 K, no 455.4 K; mean c/k_B 0.9749
  kappa: quantum 4.93, classical 5.00, zp 4.75, no 6.42, only c corrected 4.90
T 100 K errors, W/(m K): zp heat 1.35, scattering 12.85; no heat 14.42, scattering -77.05
  needed classical T over modes: 47.2 to 139.8 K; c/k_B 0.2043 to 0.9884
T 300 K errors, W/(m K): zp heat 0.20, scattering 1.08; no heat 0.39, scattering -6.84
  needed classical T over modes: 271.9 to 314.5 K; c/k_B 0.8182 to 0.9987
closest total without zero point, scanned T: 600 K; kappa quantum 4.93, rescaled 6.42 W/(m K)
  share below 3 THz: quantum 0.070, rescaled 0.068
  sum of absolute mode errors / quantum kappa: 0.302
formal limit 3000 K, rescaled/quantum: zp 0.9985, no 1.0546
mesh check 100 K, rescaled/quantum: 16^3 zp 0.359, no 3.824; 12^3, 0.3 THz zp 0.363, no 3.865
mesh check 300 K, rescaled/quantum: 16^3 zp 0.865, no 1.679; 12^3, 0.3 THz zp 0.866, no 1.682
explicit-occupation change of quantum/classical ratio: 100 K 0.16 %, 300 K 0.02 %
```
